# Inverse-Logarithmic Thin-Oxide Growth at a Constant Potential Drop

**Q:** You want to grow an oxide film on a metal electrode "at constant electrochemical potential drop". If electrons pass freely through a thin film, their electrochemical potential is the same on both sides. A drop of zero cannot drive anything.

**A:** For the electrons it drives nothing, but it fixes an electrostatic drop, and the ions respond to that. Let $e>0$ be the elementary charge, $\phi$ the electrostatic potential and $\mu$ the chemical part of the electron energy. Label the metal m and the electron-accepting states at the outer oxide surface s. Equality of the electrochemical potentials $\mu-e\phi$ reads

$$\mu_m-e\phi_m=\mu_s-e\phi_s .$$

Collecting the potentials on one side gives

$$V\equiv\phi_m-\phi_s=\frac{\mu_m-\mu_s}{e}.$$

If the acceptor states lie below the metal's Fermi level before charge transfer, then $\mu_m>\mu_s$ and $V>0$. Electrons have moved outward, leaving the metal positive and the surface negative.

In an electrochemical metallization cell, an external bias $V_b$, counted positive when the metal is the positive electrode, imposes a fixed difference $-eV_b$ between the electron electrochemical potentials, provided that the whole bias falls across the film. In a real cell part of it is lost at the counter-electrode and in series resistance, and $V_b$ then means only the part across the film. The same algebra gives $V=(\mu_m-\mu_s)/e+V_b$. The quantity held constant in the growth law is this total electrostatic drop $V$.

**Q:** Why should $V$ stay constant while the film thickens? The surface charge must change.

**A:** It does change. With no space charge in the oxide, Gauss's law makes the field uniform, so for thickness $X$

$$E=\frac{V}{X},$$

directed from the metal to the surface. The surface charge per area has magnitude $\varepsilon E=\varepsilon V/X$, with $\varepsilon$ the permittivity, and it falls as the film grows. I assume that the acceptor level is pinned, meaning that $\mu_s$ does not shift as this charge changes, and that electrons are supplied faster than the ions need them. If either assumption fails, $V$ depends on $X$ or on the growth rate, and what follows must be changed.

**Q:** Now the ions. Why does the field enter an exponential, and with what distance?

**A:** A metal ion of charge $q=ze$ must leave a site at the metal/oxide interface and cross a barrier $W$ to enter the film. I take this step as the slowest one. Let $a$ be the distance from the starting well to the top of the barrier, measured along the field. The field adds $-qEs$ to the energy at position $s$, so the top drops by $qaE$ relative to the well:

$$W(E)=W-qaE .$$

The relevant length is the distance to the top, not the full jump length. The small shifts of the well and the top do not matter at first order, because the energy is stationary at both points.

**Q:** First order in a field approaching a volt per nanometre? I want to see the next term.

**A:** It depends on the barrier shape, so take a sinusoidal one,

$$U(s)=\frac W2\left(1-\cos\frac{\pi s}{a}\right)-qEs .$$

Write $w=qaE$. Setting $dU/ds=0$ gives

$$\sin\frac{\pi s}{a}=\frac{2w}{\pi W}\equiv\sigma .$$

The minimum is at $\pi s/a=\theta$ and the maximum at $\pi-\theta$, with $\theta=\arcsin\sigma$. Subtracting the two energies,

$$\Delta U=W\cos\theta-w\left(1-\frac{2\theta}{\pi}\right).$$

For small $\sigma$, use $\theta\approx\sigma$ and $\cos\theta\approx1-\sigma^2/2$:

$$\Delta U\approx W-w-\frac{W\sigma^2}{2}+\frac{2w\sigma}{\pi}.$$

Since $w=\pi W\sigma/2$, the last term is $W\sigma^2$, and the two quadratic terms add to $+W\sigma^2/2$. Thus

$$\Delta U\approx W-qaE+\frac{2}{\pi^2}\frac{(qaE)^2}{W}.$$

The linear law makes this barrier slightly too low and the growth too fast. I keep the linear law for the derivation and return to the size of this error with numbers.

**Q:** How does a jump rate become a thickness rate? Ions can also jump back.

**A:** Let $N$ be the number of injection sites per area, $\nu$ the attempt frequency, taken as independent of field, and $\Omega$ the oxide volume formed per injected cation. The forward flux is $N\nu\exp[-(W-qaE)/kT]$. Multiplying by $\Omega$ and inserting $E=V/X$ gives

$$\frac{dX}{dt}=u_0e^{X_1/X},$$

$$u_0=N\Omega\nu e^{-W/kT},\qquad X_1=\frac{qaV}{kT}.$$

This assumes that each injected ion ends up in oxide. If ions instead cross to the counter-electrode and are reduced there, as in filament formation, the flux formula may still describe a current, but it no longer gives $dX/dt$.

For return jumps, consider a symmetric hop with equal populations on both sides. The field lowers the forward barrier by $qaE$ and raises the reverse one by the same amount, so the return-to-forward ratio is $e^{-2y}$, where

$$y=\frac{X_1}{X}=\frac{qaE}{kT}.$$

Neglecting return jumps therefore requires $y$ to be well above one. The same $y$ will control the integration.

**Q:** Then integrate it. I suspect that the logarithm comes from an approximation rather than from the integral.

**A:** Your suspicion is right. Separate the variables and start from negligible thickness:

$$u_0t=\int_0^X e^{-X_1/x}\,dx .$$

Substitute $x=X/s$, so $dx=-X\,ds/s^2$. The limits $x=0$ and $x=X$ become $s=\infty$ and $s=1$, and the minus sign reverses them:

$$u_0t=X\int_1^\infty\frac{e^{-ys}}{s^2}\,ds=X E_2(y).$$

Here $E_2$ is the exponential integral of order two. Within the rate law no approximation has been made yet. A finite initial thickness $X_0$ replaces the lower limit and subtracts $X_0E_2(X_1/X_0)$ from the right side.

**Q:** So where is the approximation, and how large is its error?

**A:** The integrand rises steeply towards $x=X$. Near that end,

$$-\frac{X_1}{x}\approx-\frac{X_1}{X}-\frac{X_1}{X^2}(X-x),$$

so most of the time is spent in a last layer of width about $X^2/X_1$. Height times width suggests

$$u_0t\approx g(X)\equiv\frac{X^2}{X_1}e^{-X_1/X}.$$

To bound the error, differentiate $g$. The factor $x^2$ gives $2x/X_1$, and the exponential gives $(x^2/X_1)(X_1/x^2)=1$:

$$g'(x)=e^{-X_1/x}\left(1+\frac{2x}{X_1}\right).$$

For $0<x<X$ the bracket lies between $1$ and $1+2/y$. Since $g(0)=0$, integration gives

$$\frac{g(X)}{1+2/y}<u_0t<g(X).$$

This is the approximation used in integrating the growth rate. It keeps the leading term for $X\ll X_1$, and it overestimates the time needed to reach a given thickness by a fraction less than $2/y$ of the true time.

**Q:** With $y$ near 7 that allows almost 30 %. Can you do better without a special function?

**A:** Yes, by putting the correction in the denominator:

$$h(X)=\frac{X^2}{X_1+2X}e^{-X_1/X}.$$

Its derivative is $e^{-X_1/x}$ times

$$\frac{2x}{X_1+2x}-\frac{2x^2}{(X_1+2x)^2}+\frac{X_1}{X_1+2x}.$$

The first two terms come from the quotient and the third from the exponential. The first and third add to one, leaving

$$h'(x)=e^{-X_1/x}\left[1-\frac{2x^2}{(X_1+2x)^2}\right].$$

The subtracted term increases with $x$ and equals $2/(y+2)^2$ at $x=X$. Integrating,

$$h(X)<u_0t<\frac{h(X)}{1-2/(y+2)^2}.$$

The relative error is now of second order in $1/y$.

**Q:** You still have time as a function of thickness. I was promised thickness as a function of time.

**A:** Take the leading form $u_0t\approx g$. Because $X=X_1/y$, it becomes $u_0t\approx X_1e^{-y}/y^2$, or after a logarithm

$$y+2\ln y=\ln\frac{X_1}{u_0t}.$$

Halve this and exponentiate to get $ye^{y/2}=\sqrt{X_1/(u_0t)}$. Halving once more gives the defining form of the Lambert function, $W_0(p)e^{W_0(p)}=p$, with $W_0=y/2$. Hence

$$X=\frac{X_1}{2W_0\!\left(\tfrac12\sqrt{X_1/(u_0t)}\right)}.$$

This inversion adds no error to that of the leading integral.

**Q:** That is not an inverse-logarithmic law. The term $2\ln y$ spoils it.

**A:** A second approximation removes it. Write the leading form as

$$\frac{X_1}{X}=\ln\frac{X^2}{X_1u_0t}.$$

Over a limited thickness range the $X^2$ inside the logarithm changes the right side less than $t$ does. Replace it by $X_r^2$, where $X_r$ is a fixed reference thickness in that range:

$$\frac1X\approx\frac1{X_1}\ln\frac{X_r^2}{X_1u_0t}=A-B\ln\frac t\tau,$$

$$B=\frac1{X_1}=\frac{kT}{qaV},\qquad A=\frac1{X_1}\ln\frac{X_r^2}{X_1u_0\tau}.$$

Here $\tau$ is the chosen unit of time. This is the Cabrera–Mott inverse-logarithmic law.

Its error can be traced. Let $r=u_0t/g$, which lies between $1/(1+2/y)$ and $1$. Inserting $u_0t=rX^2e^{-y}/X_1$ into the frozen logarithm gives, for the value $y_f$ that it predicts,

$$y_f=y+2\ln\frac{X_r}{X}+\ln\frac1r .$$

The middle term comes from freezing $X^2$ and changes sign at $X_r$. The last comes from the integration and is positive.

**Q:** Give me numbers, and do not hide behind a conveniently large $y$.

**A:** Take round model parameters, tied to no material: $T=300$ K, $z=2$, $a=0.15$ nm, $V=1$ V, $W=1.2$ eV, $N=10$ nm$^{-2}$, $\Omega=0.020$ nm$^3$ and $\nu=10^{13}$ s$^{-1}$. With $kT=0.025852$ eV,

$$X_1=\frac{2(0.15)(1)}{0.025852}\ \mathrm{nm}=11.60\ \mathrm{nm},$$

$$u_0=10(0.020)(10^{13})e^{-1.2/0.025852}\ \mathrm{nm/s}=1.39\times10^{-8}\ \mathrm{nm/s}.$$

The frozen law uses $X_r=1.6185$ nm, the full-integral thickness at $10^4$ s. All thicknesses below are in nm.

| $t$ (s) | full integral | Lambert | frozen log |
|---|---|---|---|
| $10^2$ | 1.056 | 1.043 | 0.967 |
| $10^3$ | 1.283 | 1.261 | 1.197 |
| $10^4$ | 1.619 | 1.580 | 1.569 |
| $10^5$ | 2.156 | 2.076 | 2.279 |

Relative to the full integral, the Lambert form is low by 1.2 % at $10^2$ s and by 3.7 % at $10^5$ s. The frozen law is 8.4 % low at the first time and 5.7 % high at the last.

The sign change follows from the error formula. At $10^5$ s, freezing contributes $2\ln(1.6185/2.1563)=-0.57$ to $y_f$, while the actual difference is $11.6045/2.2787-5.382=-0.29$. The integration error, $+0.28$, cancels about half of the freezing error. At $10^2$ s both terms are positive and add.

At $X_r$, where $y=7.17$, the leading form overestimates the growth time by 25 %, within the bound $2/y=28$ %. The sharper form $h$ underestimates it by 2.0 %. A time error shrinks when converted to thickness: from $\ln g=2\ln X-X_1/X-\ln X_1$ one finds $d\ln g/d\ln X=2+y$, here about 9.

**Q:** You started from zero thickness, where the field is infinite. Does that contaminate the result?

**A:** Not at these times. The model needs $1.2\times10^{-4}$ s to grow the first 0.5 nm. A numerical solution of the growth equation started at 0.5 nm agrees with the integral, and its thickness at the four listed times differs from the zero-start value by less than one part in $10^5$. The formula should not be read as a description of the first atomic layer. It merely forgets that layer quickly.

**Q:** Suppose I measure $1/X$ against $\ln t$ and find a straight line. May I read $V$ from its slope?

**A:** Not directly from $B=1/X_1$, even if the model holds. Differentiate without freezing anything:

$$\frac{d(1/X)}{d\ln t}=-\frac{t}{X^2}\frac{dX}{dt}=-\frac{u_0t}{X^2}e^y=-\frac{e^yE_2(y)}{X}.$$

Using the sharper form $u_0t\approx h$ in the middle expression gives

$$\frac{d(1/X)}{d\ln t}\approx-\frac1{X_1+2X}.$$

The slope is smaller in magnitude than $1/X_1$, because $X^2$ in the logarithm does grow. Reading the slope as $-1/X_1$ returns about $X_1+2X$, and since $V\propto X_1$ the voltage comes out too large.

A least-squares line through full-integral values between $10^2$ and $10^5$ s has slope $-0.07009$ nm$^{-1}$. The apparent $X_1$ is 14.27 nm, and with known $q$, $a$ and $T$ the apparent voltage is

$$V_{\rm app}=\frac{14.27}{11.60}\ \mathrm{V}=1.23\ \mathrm{V},$$

although the data were generated with 1 V. The line nevertheless reproduces the thickness to within 1.2 %, so a good straight line does not validate the inferred voltage.

Within the linear barrier law, the correction needs only a measured thickness. At the middle of the logarithmic time range $X=1.433$ nm, so $X_1\approx14.27-2(1.433)=11.40$ nm and $V\approx0.98$ V. Barrier curvature also changes the slope: for the sinusoidal barrier above, the same recipe would give a voltage about 10 % too low.

**Q:** And the barrier curvature you postponed?

**A:** At $X_r$ the linear lowering is $qaV/X_r=0.185$ eV. The curvature raises the sinusoidal barrier by 0.0058 eV, which is small beside $W$ but is 0.22 in units of $kT$. That alone slows the instantaneous rate by a factor $e^{0.22}\approx1.25$. Growing from 0.5 nm to $X_r$ takes 1.33 times as long as with the linear law. This factor is larger because the earlier, thinner film had a higher field and a larger curvature term.

Dividing $\ln1.33$ by $2+y$ gives an estimated thickness reduction of about 3 % at fixed time. The linear-barrier error is thus comparable with the integration error here. It makes the predicted film too thick, whereas the leading integral makes it too thin. The two errors partly cancel, so refining the integral alone does not improve the physical prediction at this time.

Return jumps matter far less in this window. Even at $10^5$ s, where $y=5.38$, the symmetric-hop estimate gives a return-to-forward ratio of $2\times10^{-5}$.

**Q:** Does growth stop? People speak of a limiting thickness.

**A:** The rate law has no thickness at which growth stops. A limit appears once you choose a smallest rate $u_L>u_0$ that you care about. Setting $u_0e^{X_1/X_L}=u_L$ gives

$$X_L=\frac{X_1}{\ln(u_L/u_0)}.$$

For 0.1 nm per day, $u_L=1.157\times10^{-6}$ nm/s and

$$X_L=\frac{11.60}{\ln(1.157\times10^{-6}/1.3865\times10^{-8})}\ \mathrm{nm}=2.62\ \mathrm{nm}.$$

The film reaches this thickness after $3.7\times10^5$ s, a little over four days. During the next day it grows by another 0.093 nm. The increment is slightly below 0.1 nm because the field keeps falling.

At fixed $u_L$ and $u_0$, $X_L$ is proportional to $V$. This does not rest on the linear barrier law: the rate depends only on the field $V/X$, so a chosen rate fixes the field, and a steady bias that doubles the total drop doubles this thickness for the curved barrier as well. It does require that the drop stay constant and the field uniform. At the doubled thickness, about 5.2 nm here, an electron supply by tunnelling cannot be taken for granted.

**Q:** What replaces the inverse logarithm when the film is no longer thin compared with $X_1$?

**A:** The one-way rate would tend to the constant $u_0$, but that limit is unphysical for symmetric hops, because return jumps are then no longer negligible. Subtracting them gives

$$\frac{dX}{dt}=u_0\left(e^{X_1/X}-e^{-X_1/X}\right)=2u_0\sinh\frac{X_1}{X}.$$

For $X\gg X_1$, $\sinh(X_1/X)\approx X_1/X$, so $X\,dX=2u_0X_1\,dt$. Integrating,

$$X^2=4u_0X_1t+\text{constant}.$$

In this symmetric model the weak-field limit is parabolic. It contains no concentration gradient or chemical driving force, and it still demands a constant $V$ and a uniform field. In the example it would apply well above 11.6 nm, where an electron supply by tunnelling can no longer be taken for granted. The inverse-logarithmic law belongs to the opposite regime: $y$ well above one, a limited thickness range, and ion injection as the slow step. The numerical output gives the remaining intermediate values.

## Computed results

```
temperature T = 300 K, kT = 0.025852 eV
ion charge number z = 2
well-to-top distance a = 0.15 nm
potential drop V = 1.00 V
zero-field barrier W = 1.20 eV
site density N = 10.0 nm^-2
oxide volume per cation = 0.020 nm^3
attempt frequency = 1.0e+13 s^-1
X1 = 11.6045 nm
u0 = 1.3865e-08 nm/s
initial film in numerical solution = 0.50 nm
time to grow that film from zero = 1.195e-04 s
t = 1e+02 s: full integral X = 1.0560 nm, y = 10.990
  Lambert X = 1.0434 nm, frozen-log X = 0.9670 nm
  field V/X = 0.9470 V/nm
  growth rate = 8.216e-04 nm/s
t = 1e+03 s: full integral X = 1.2826 nm, y = 9.047
  Lambert X = 1.2615 nm, frozen-log X = 1.1966 nm
  field V/X = 0.7796 V/nm
  growth rate = 1.178e-04 nm/s
t = 1e+04 s: full integral X = 1.6185 nm, y = 7.170
  Lambert X = 1.5796 nm, frozen-log X = 1.5692 nm
  field V/X = 0.6178 V/nm
  growth rate = 1.802e-05 nm/s
t = 1e+05 s: full integral X = 2.1563 nm, y = 5.382
  Lambert X = 2.0758 nm, frozen-log X = 2.2787 nm
  field V/X = 0.4638 V/nm
  growth rate = 3.014e-06 nm/s
reference thickness Xr (at 1e4 s) = 1.6185 nm
leading time / full time at Xr = 1.2528
sharper time / full time at Xr = 0.9796
local slope d(1/X)/d ln t at Xr = -0.06878 nm^-1
-1/(X1+2Xr) = -0.06738 nm^-1
-1/X1 = -0.08617 nm^-1
fit 1e2 to 1e5 s: slope = -0.07009 nm^-1
largest thickness error of line fit = 1.17 %
apparent X1 from fit = 14.267 nm
apparent V from fit = 1.2294 V
thickness at middle of ln t range = 1.4328 nm
V after subtracting 2X = 0.9825 V
return/forward ratio at 1e5 s = 2.12e-05
barrier lowering qaV/Xr = 0.1854 eV
curvature term at Xr = 0.00581 eV
curved/linear growth time to Xr = 1.3280
chosen smallest rate = 1.157e-06 nm/s (0.1 nm/day)
limiting thickness = 2.6227 nm
time to reach it = 3.674e+05 s
growth in the following day = 0.0926 nm
```
